\section*{The Lipari-Szabo Spectral Density and the Order Parameter of a Cone}

\section{A number to explain}

A unit vector is fixed in a molecule that tumbles with correlation time $8$ ns. Its spectral density, defined below, is $3.20$ ns at zero frequency and $0.0051$ ns at $500$ MHz. Now let the vector also diffuse inside a cone of semi-angle $25^\circ$, with diffusion constant $1$ ns$^{-1}$, which is fast compared with the tumbling. The first value falls to $2.39$ ns, but the second rises to $0.0089$ ns. The same added motion weakens the slow fluctuations by a quarter and strengthens the fast ones by three quarters. The theorem below accounts for both changes with two quantities, an order parameter $S$ and an internal correlation time $\tau_e$.

\section{Setting and theorem}

Let $\mathbf n_L(t)$ be a unit vector in the laboratory, for instance along the line joining two spins at fixed distance. Write
\begin{equation}
\mathbf n_L(t)=R(t)\,\mathbf n(t),
\end{equation}
where the rotation $R$ gives the orientation of the molecular frame and $\mathbf n$ is the vector seen from that frame. With $P_2(x)=(3x^2-1)/2$ and $\mathbf z$ the field direction, define
\begin{align}
C(t)&=\langle P_2(\mathbf z\cdot\mathbf n_L(0))\,P_2(\mathbf z\cdot\mathbf n_L(t))\rangle,\\
J(\omega)&=2\int_0^\infty C(t)\cos\omega t\,dt .
\end{align}
Other normalisations of $J$ differ by a constant factor. Radians are treated as dimensionless, so $J$ is a time.

The assumptions are these.

(A1) The frame tumbles by isotropic rotational diffusion in equilibrium: in a short time $dt$ it turns by a random rotation vector whose three components are independent, with mean zero and variance $2D_R\,dt$. Put $\tau_M=1/(6D_R)$.

(A2) The internal motion $\mathbf n(t)$ is stationary and statistically independent of $R$.

(A3) At long times $\mathbf n(t)$ becomes independent of $\mathbf n(0)$, fast enough for the integral in (\ref{taue}) to converge.

\paragraph{Theorem.} \emph{(a) Under A1 and A2,}
\begin{equation}
C(t)=\tfrac15 e^{-t/\tau_M}C_I(t),\qquad C_I(t)=\langle P_2(\mathbf n(0)\cdot\mathbf n(t))\rangle .
\label{fact}
\end{equation}
\emph{(b) Under A3, $C_I$ starts at $1$ and tends to a plateau $S^2$ between $0$ and $1$. If $C_I$ is replaced by a constant plus one exponential with the same initial value, plateau and area, then}
\begin{equation}
J(\omega)=\frac25\left[\frac{S^2\tau_M}{1+\omega^2\tau_M^2}+\frac{(1-S^2)\tau}{1+\omega^2\tau^2}\right],\qquad \frac1\tau=\frac1{\tau_M}+\frac1{\tau_e},
\label{LS}
\end{equation}
\emph{where $\tau_e$ is defined for $S^2<1$ by}
\begin{equation}
(1-S^2)\tau_e=\int_0^\infty[C_I(t)-S^2]\,dt .
\label{taue}
\end{equation}
\emph{(c) For free diffusion in a cone of semi-angle $\theta_0$,}
\begin{equation}
S=\tfrac12\cos\theta_0(1+\cos\theta_0).
\label{S}
\end{equation}

Part (a) is an identity under its assumptions. Part (b) contains an approximation, whose error is examined after the proof. The expression in (c) is $S$, while the spectral density contains its square.

\section{Factorisation}

Let $C_{2m}$ be the spherical harmonics of rank two, normalised so that the addition theorem reads $P_2(\mathbf a\cdot\mathbf b)=\sum_m C_{2m}^*(\mathbf a)C_{2m}(\mathbf b)$. In this normalisation the average of $C_{2m}^*C_{2m'}$ over the sphere is $\delta_{mm'}/5$.

\paragraph{Lemma 1.} \emph{Under A1 and A2, $C(t)=\frac15\langle P_2(\mathbf n_L(0)\cdot\mathbf n_L(t))\rangle$.}

\emph{Proof.} Put $Q=R(0)^{T}R(t)$, the rotation made by the frame during $t$. Then $\mathbf n_L(0)=R(0)\mathbf a$ and $\mathbf n_L(t)=R(0)\mathbf b$, with $\mathbf a=\mathbf n(0)$ and $\mathbf b=Q\mathbf n(t)$. In equilibrium $R(0)$ is uniformly distributed and independent of $\mathbf a$ and $\mathbf b$. Hence $\mathbf u=R(0)^T\mathbf z$ is uniform on the sphere, and averaging over it first gives
\begin{align}
\overline{P_2(\mathbf u\cdot\mathbf a)P_2(\mathbf u\cdot\mathbf b)}
&=\sum_{mm'}C_{2m}(\mathbf a)\,\overline{C_{2m}^*(\mathbf u)C_{2m'}(\mathbf u)}\,C_{2m'}^*(\mathbf b)\notag\\
&=\tfrac15P_2(\mathbf a\cdot\mathbf b).
\end{align}
Since $R(0)$ preserves scalar products, $\mathbf a\cdot\mathbf b=\mathbf n_L(0)\cdot\mathbf n_L(t)$. $\square$

\paragraph{Lemma 2.} \emph{For fixed unit vectors $\mathbf a,\mathbf b$, $\langle P_2(\mathbf a\cdot Q\mathbf b)\rangle=e^{-t/\tau_M}P_2(\mathbf a\cdot\mathbf b)$.}

\emph{Proof.} Write $\mathbf a\cdot Q\mathbf b=\mathbf v\cdot\mathbf b$ with $\mathbf v=Q^T\mathbf a$. Each further small turn of the frame applies a small isotropic rotation to $\mathbf v$. Expand a function $f(\mathbf v)$ to second order in the rotation vector. The first-order terms average to zero. The second-order terms give $D_R\,dt\sum_i\ell_i^2f$, where $\ell_i=(\mathbf v\times\nabla)_i$ generates rotations about axis $i$, and $\sum_i\ell_i^2$ is the angular Laplacian $\nabla^2$. So $d\langle f\rangle/dt=D_R\langle\nabla^2f\rangle$. For $f=P_2(x)$ with $x=\mathbf v\cdot\mathbf b$,
\begin{equation}
\nabla^2P_2=\frac{d}{dx}\left[(1-x^2)\,3x\right]=3-9x^2=-6P_2 .
\end{equation}
The average therefore decays as $e^{-6D_Rt}$ from its initial value $P_2(\mathbf a\cdot\mathbf b)$. $\square$

\paragraph{Proof of (a).} By Lemma 1, $C(t)=\frac15\langle P_2(\mathbf n(0)\cdot Q\mathbf n(t))\rangle$. By A2 the average over $Q$ can be taken at fixed $\mathbf n(0)$ and $\mathbf n(t)$. Lemma 2 gives $\frac15e^{-t/\tau_M}P_2(\mathbf n(0)\cdot\mathbf n(t))$, and the remaining average over the internal motion is (\ref{fact}). $\square$

Both assumptions have been used. If tumbling is anisotropic, Lemma 2 no longer supplies one common decay factor. If a change of molecular shape alters the tumbling, $Q$ cannot be averaged at fixed internal positions.

\section{Plateau and spectral density}

\paragraph{Proof of (b).} The addition theorem gives
\begin{equation}
C_I(t)=\sum_m\langle C_{2m}^*(\mathbf n(0))C_{2m}(\mathbf n(t))\rangle .
\end{equation}
At $t=0$ this is $P_2(1)=1$. At long times each average factorises by A3, so
\begin{equation}
S^2=\sum_m|\langle C_{2m}\rangle|^2 .
\label{plateau}
\end{equation}
This is not negative, and $1-S^2=\sum_m(\langle|C_{2m}|^2\rangle-|\langle C_{2m}\rangle|^2)$ is a sum of variances, so $0\le S^2\le1$. The plateau records the part of the orientation that internal motion leaves unaveraged. In $C(t)$ this part decays only through the tumbling.

The function with the required initial value, plateau and area is
\begin{equation}
C_I(t)\simeq S^2+(1-S^2)e^{-t/\tau_e}.
\label{one}
\end{equation}
Multiplication by $\frac15e^{-t/\tau_M}$ leaves the first term with decay time $\tau_M$ and gives the second the rate $1/\tau_M+1/\tau_e=1/\tau$. The cosine integral of an exponential is
\begin{equation}
\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=\mathrm{Re}\,\frac1{1/\tau-i\omega}=\frac{\tau}{1+\omega^2\tau^2}.
\end{equation}
The factor $2$ in the definition of $J$ turns $\frac15$ into $\frac25$, which gives (\ref{LS}). $\square$

\paragraph{Remark 1: when internal motion raises $J$.} A rigid vector has $S^2=1$. Internal motion moves the weight $1-S^2$ from the decay time $\tau_M$ to the shorter time $\tau$. This raises $J$ if $\tau/(1+\omega^2\tau^2)>\tau_M/(1+\omega^2\tau_M^2)$. Multiplying out and collecting terms gives $(\tau_M-\tau)(\omega^2\tau\tau_M-1)>0$, that is,
\begin{equation}
\omega>\frac1{\sqrt{\tau\tau_M}} .
\label{cross}
\end{equation}
Below this frequency $J$ is lowered.

\paragraph{Remark 2: the error of one exponential.} Suppose the internal motion is diffusion with a uniform equilibrium density and a reflecting boundary. Its operator is then self-adjoint, and an expansion in its eigenfunctions gives
\begin{equation}
C_I(t)=S^2+\sum_ka_ke^{-t/\tau_k},\qquad a_k\ge0,
\label{modes}
\end{equation}
because each $a_k$ is a sum of squared overlaps. Thus $\sum_ka_k=1-S^2$ and $\sum_ka_k\tau_k=(1-S^2)\tau_e$. In the full $J$, mode $k$ has the time $\tau_k'$ with $1/\tau_k'=1/\tau_k+1/\tau_M$. For short $\tau_k$,
\begin{equation}
\frac{\tau_k'}{1+\omega^2\tau_k'^2}=\tau_k-\frac{\tau_k^2}{\tau_M}+\left(\frac1{\tau_M^2}-\omega^2\right)\tau_k^3+\dots
\end{equation}
The first-order term enters through $\sum_ka_k\tau_k$, which the area condition makes right. With $V_n=\sum_ka_k\tau_k^n-(1-S^2)\tau_e^n$, which is non-negative for $n=2,3$ by convexity, the error is
\begin{equation}
J_{\rm model}-J_{\rm full}=\frac25\left[\frac{V_2}{\tau_M}+\left(\omega^2-\frac1{\tau_M^2}\right)V_3+\dots\right].
\label{err}
\end{equation}
For fast internal motion the model thus errs in second order at fixed frequency. It is too high at $\omega=0$, and its error grows with $\omega$ while $\omega\tau_k$ stays small.

At very high frequency the sign turns. If $\sum_ka_k/\tau_k$ converges, $\omega^2J_{\rm full}$ tends to $\frac25(1/\tau_M+\sum_ka_k/\tau_k)$, whereas the model gives $\frac25[1/\tau_M+(1-S^2)/\tau_e]$. The Cauchy-Schwarz inequality $(\sum a_k)^2\le(\sum a_k\tau_k)(\sum a_k/\tau_k)$ shows that the model is not the larger of the two.

\section{The order parameter of the cone}

\paragraph{Proof of (c).} Free diffusion with a reflecting edge has a uniform equilibrium density. With $x=\cos\theta$ and $x_0=\cos\theta_0$, an element of solid angle is $dx\,d\varphi$, so $x$ is uniform on $[x_0,1]$ and $\varphi$ on the full circle. The factor $e^{im\varphi}$ makes $\langle C_{2m}\rangle$ vanish for $m\ne0$. Equation (\ref{plateau}) reduces to $S^2=\langle P_2\rangle^2$, and we take $S=\langle P_2\rangle$, sign included:
\begin{align}
S&=\frac1{1-x_0}\int_{x_0}^1\frac{3x^2-1}2\,dx
=\frac1{1-x_0}\left[\frac{x^3-x}2\right]_{x_0}^1\notag\\
&=\frac{x_0(1-x_0^2)}{2(1-x_0)}=\frac{x_0(1+x_0)}2 .\qquad\square
\end{align}

For a narrow cone $x_0\simeq1-\theta_0^2/2$, so $S\simeq1-\frac34\theta_0^2$ with $\theta_0$ in radians. At $90^\circ$ the order parameter is zero although the vector is still confined: $P_2$ is even in $x$, so its average over a hemisphere equals that over the sphere. A zero $S$ therefore does not prove unrestricted motion. Beyond $90^\circ$, $S$ is negative, with its minimum $-\frac18$ at $x_0=-\frac12$, or $120^\circ$, and it returns to zero for the full sphere.

To find the angle from a given $S^2$, solve $x_0^2+x_0-2S=0$. For $\theta_0\le90^\circ$ take $S\ge0$ and the root
\begin{equation}
x_0=\frac{-1+\sqrt{1+8S}}2 .
\end{equation}
For example, $S^2=0.8$ gives $S=0.894$, $x_0=0.928$ and $\theta_0=21.9^\circ$. If $S^2\le\frac1{64}$, wider cones give the same value and the angle is not fixed.

\section{The internal correlation time of the cone}

The value of $\tau_e$ depends on the diffusion constant $D_w$ of the vector in the cone.

\paragraph{Proposition.} \emph{For free diffusion in a cone,}
\begin{align}
D_w(1-S^2)\tau_e={}&\frac{x_0^2(1+x_0)^2}{2(x_0-1)}\left[\ln\frac{1+x_0}2+\frac{1-x_0}2\right]\notag\\
&+\frac{1-x_0}{24}(6+8x_0-x_0^2-12x_0^3-7x_0^4).
\label{area}
\end{align}

\emph{Proof.} Up to signs, $C_{2m}=f_{|m|}(x)e^{im\varphi}$ with
\begin{equation}
f_0=P_2,\quad f_1=\sqrt{\tfrac32}\,x\sqrt{1-x^2},\quad f_2=\sqrt{\tfrac38}\,(1-x^2).
\end{equation}
Let $\delta f_0=f_0-S$ and $\delta f_m=f_m$ for $m=1,2$. The mean of a function after time $t$, given the starting point, evolves under $D_w\nabla^2$. Its time integral $g_m$ therefore solves
\begin{equation}
-D_w\left\{[(1-x^2)g_m']'-\frac{m^2g_m}{1-x^2}\right\}=\delta f_m,\quad g_m'(x_0)=0,
\end{equation}
and the area in (\ref{taue}) is $A_0+2A_1+2A_2$ with $A_m=\langle\delta f_mg_m\rangle$. The factors $2$ count both signs of $m$.

\emph{Case $m=0$.} Integrating from $x$ to $1$, where $(1-x^2)g_0'$ vanishes, gives $D_w(1-x^2)g_0'=F$ with
\begin{equation}
F(x)=\int_x^1(P_2-S)\,dx'=\frac{1-x}2[x(1+x)-a],
\end{equation}
where $a=x_0(1+x_0)=2S$. Since $F(x_0)=0$, the edge condition holds. Also $\delta f_0=-F'$, and $F$ vanishes at both ends, so integration by parts gives
\begin{align}
D_wA_0&=\frac1{1-x_0}\int_{x_0}^1\frac{F^2}{1-x^2}\,dx\notag\\
&=\frac1{4(1-x_0)}\int_{x_0}^1\left[x^2(1-x^2)-2ax(1-x)+a^2\frac{1-x}{1+x}\right]dx .
\end{align}
The three integrals are $(1-x_0)q/15$ with $q=2+2x_0+2x_0^2-3x_0^3-3x_0^4$, then $\int x(1-x)dx=(1-x_0)^2(1+2x_0)/6$, and $2\ln[2/(1+x_0)]-(1-x_0)$. Hence
\begin{equation}
D_wA_0=\frac q{60}-\frac{x_0(1-x_0^2)(1+2x_0)}{12}+\frac{a^2}{2(1-x_0)}\ln\frac2{1+x_0}-\frac{a^2}4 .
\end{equation}

\emph{Cases $m=1,2$.} Here $f_m$ is an eigenfunction of the operator in braces with eigenvalue $-6$. The function $h_m=[(1-x)/(1+x)]^{m/2}$ satisfies $(1-x^2)h_m'=-mh_m$, so that operator annihilates it, and it is finite at $x=1$. Thus $g_m=(f_m+c_mh_m)/(6D_w)$. The edge condition gives $c_m=f_m'(x_0)(1-x_0^2)/[m\,h_m(x_0)]$, that is,
\begin{equation}
c_1=\sqrt{\tfrac32}(1-2x_0^2)(1+x_0),\quad c_2=-\sqrt{\tfrac38}\,x_0(1+x_0)^2 .
\end{equation}
The averages needed are $\langle f_1^2\rangle=q/10$ and $\langle f_2^2\rangle=p/40$ with $p=8-7x_0-7x_0^2+3x_0^3+3x_0^4$, together with $\langle x(1-x)\rangle=(1-x_0)(1+2x_0)/6$ and $\langle(1-x)^2\rangle=(1-x_0)^2/3$. Since $f_1h_1=\sqrt{3/2}\,x(1-x)$ and $f_2h_2=\sqrt{3/8}\,(1-x)^2$,
\begin{align}
6D_wA_1&=\frac q{10}+\frac{(1-2x_0^2)(1-x_0^2)(1+2x_0)}4,\\
6D_wA_2&=\frac p{40}-\frac{x_0(1-x_0^2)^2}8 .
\end{align}

\emph{Sum.} The terms in $a^2$ form the first line of (\ref{area}). The rest, multiplied by $120$, is
\begin{align}
&6q-10x_0(1-x_0^2)(1+2x_0)+p-5x_0(1-x_0^2)^2\notag\\
&\quad+10(1-2x_0^2)(1-x_0^2)(1+2x_0)\notag\\
&=30+10x_0-45x_0^2-55x_0^3+25x_0^4+35x_0^5\notag\\
&=5(1-x_0)(6+8x_0-x_0^2-12x_0^3-7x_0^4),
\end{align}
which gives the second line. $\square$

At $90^\circ$ this gives $D_w\tau_e=\frac14$. At $25^\circ$ it gives $0.0522$.

\section{Worked example}

Take the round model parameters $\tau_M=8$ ns, $\theta_0=25^\circ$ and $D_w=1$ ns$^{-1}$. Then $x_0=0.9063$ and
\begin{equation}
S=\tfrac12(0.9063)(1.9063)=0.8639,\qquad S^2=0.7462 .
\end{equation}
The areas are $D_wA_0=0.000072$, $D_wA_1=0.006513$ and $D_wA_2=0.000079$. The pair $m=\pm1$ carries about $98\%$ of the total $0.01326$. Therefore
\begin{equation}
\tau_e=\frac{0.01326}{0.2538}\ \text{ns}=0.0522\ \text{ns},\qquad \tau=0.0519\ \text{ns}.
\end{equation}
At zero frequency the two terms of (\ref{LS}) are
\begin{equation}
J(0)=(2.388+0.005)\ \text{ns}=2.393\ \text{ns}.
\end{equation}
At $500$ MHz, $\omega=3.142$ rad/ns. The first term is divided by $1+(25.133)^2=632.7$, the second by only $1+(0.163)^2=1.027$:
\begin{equation}
J=(0.003775+0.005131)\ \text{ns}=0.008906\ \text{ns}.
\end{equation}
This resolves the opening contrast. The weight moved to the short time is almost invisible at zero frequency but supplies more than half of $J$ at $500$ MHz. By (\ref{cross}) the change of sign lies at $\omega=1/\sqrt{0.0519\times8}=1.55$ rad/ns, or about $247$ MHz. The rise at $500$ MHz depends on the rate of the internal motion. At that frequency (\ref{cross}) requires $\tau>1/(\omega^2\tau_M)=0.0127$ ns, that is $D_w$ below about $4.1$ ns$^{-1}$; a faster motion in the same cone lowers $J$ at $500$ MHz as well.

To see what the single exponential costs, the cone diffusion operator was diagonalised numerically in a basis of polynomials in $x$ times $(1-x)^{|m|/2}$, and all the resulting terms of (\ref{modes}) were kept. The table also includes a slower internal motion, $D_w=0.02$ ns$^{-1}$, for which $\tau_e=2.61$ ns and $\tau=1.97$ ns. The last column is the error of (\ref{LS}) relative to the full cone result.

\begin{center}
\begin{tabular}{ccccc}
$D_w$ (ns$^{-1}$) & MHz & $J$ (ns) & rigid (ns) & error\\
1 & 0 & 2.393 & 3.200 & $0.00005\%$\\
1 & 100 & 0.0962 & 0.1218 & $0.002\%$\\
1 & 500 & 0.0089 & 0.0051 & $0.13\%$\\
0.02 & 0 & 2.588 & 3.200 & $0.06\%$\\
0.02 & 100 & 0.170 & 0.122 & $1.2\%$\\
0.02 & 500 & 0.0089 & 0.0051 & $-3\%$
\end{tabular}
\end{center}

For the fast motion the absolute error is positive and grows with frequency, from about $1\times10^{-6}$ ns at zero frequency to about $1\times10^{-5}$ ns at $500$ MHz, as (\ref{err}) requires. The relative error in the table grows much faster, mainly because $J$ itself falls. For the slow motion $\omega\tau$ is about $6$ at $500$ MHz, so that expansion no longer applies. The negative error has the sign of the high-frequency limit in Remark 2.

At $500$ MHz the two motions give nearly the same $J$, although their $\tau_e$ differ by a factor of $50$. The internal term varies as $\tau/(1+\omega^2\tau^2)$, which rises with $\tau$ up to $\omega\tau=1$ and then falls, and the two values of $\tau$ lie on opposite sides of that maximum. The times $\tau$ and $1/(\omega^2\tau)$ give the same internal term. Since $\tau$ must be shorter than $\tau_M$, the second is admissible only if $\omega^2\tau\tau_M>1$, which is condition (\ref{cross}). A value of $J$ above the rigid one therefore leaves in general two possible $\tau_e$, even when $S^2$ and $\tau_M$ are known, whereas a value below it, such as $J(0)$, fixes $\tau_e$ within the model. Nor does $S^2$ identify the motion: (\ref{plateau}) depends on the equilibrium distribution of directions through its rank-two averages, and turning $S$ into a cone angle presupposes the cone.

All numerical values are calculated from the stated model.
